# Source-to-drain tunnelling through a parabolic barrier, derived in two ways

A calculation of the off-state current of a short transistor begins with a choice. One may count the electrons that pass over the top of the channel barrier and ignore the rest, or one may include those that tunnel from source to drain below the top. The choice rests on how the transmission $T(E)$ depends on the shape of the barrier and on the effective mass. For a parabolic barrier this dependence can be found in closed form, and it gives a temperature $T_c$ with which the device temperature is to be compared.

## The model and the result

Let $x$ run from source to drain, and measure energies from the subband edge in the source. Near its top the barrier is

$$V(x)=\phi-\tfrac12Kx^2,\qquad K=|V''|>0 .$$

Here $\phi$ is the barrier height and $K$ the curvature. The electron stays in one parabolic subband, with a constant mass $m$ along the transport direction, and it moves coherently, without scattering. Its envelope function obeys

$$-\frac{\hbar^2}{2m}\psi''+V\psi=E\psi .$$

With $\Omega=\sqrt{K/m}$, the result for the parabola continued without end on both sides is

$$T(E)=\frac1{1+e^{S}},\qquad S=\frac{2\pi(\phi-E)}{\hbar\Omega}=\frac{2\pi}{\hbar}(\phi-E)\sqrt{\frac mK}. \tag{1}$$

Well below the top, where $S\gg1$, this becomes $T\simeq e^{-S}$. The exponent is linear in $\sqrt m$, not in $m$. The first derivation gives (1) in full. The second gives the exponential law from the area under the barrier.

## First derivation: the scattering state as an integral

**Scaling.** Put $x=\ell y$ with $\ell^2=\hbar/(m\Omega)$. The kinetic term becomes $-\tfrac12\hbar\Omega\,\psi''$, with primes now denoting $d/dy$. Since $K=m\Omega^2$, the potential term $\tfrac12Kx^2$ becomes $\tfrac12\hbar\Omega\,y^2$. With $\varepsilon=(E-\phi)/(\hbar\Omega)$, the equation is

$$\psi''+(y^2+2\varepsilon)\psi=0. \tag{2}$$

**Far waves.** Write $\psi=e^{iy^2/2}g$. Two differentiations give $\psi''=e^{iy^2/2}(g''+2iyg'+ig-y^2g)$, so that

$$g''+2iyg'+(i+2\varepsilon)g=0. \tag{3}$$

For a power $g\sim|y|^{p}$ at large $|y|$, the term $g''$ is smaller than the others by $y^{-2}$. The rest requires $2ip+i+2\varepsilon=0$, hence $p=-\tfrac12+i\varepsilon$. One far wave is therefore $|y|^{-1/2+i\varepsilon}e^{iy^2/2}$, and the other is its complex conjugate.

The flux is proportional to $\mathrm{Im}(\psi^*\psi')$. For the first wave this is $y|\psi|^2$ to leading order, which is positive on the right and negative on the left. The wave with $e^{+iy^2/2}$ thus runs outwards on both sides, and the one with $e^{-iy^2/2}$ runs inwards. Because $|\psi|^2\propto1/|y|$, the size of each flux is the squared modulus of the coefficient of its wave.

**Integral form.** Try

$$g(y)=\int F(s)\,e^{isy}\,ds$$

along the ray $s=e^{i\pi/4}u$, $0<u<\infty$. Then $g''$ brings a factor $-s^2$. In the middle term of (3), use $y\,e^{isy}=-i\,\frac{d}{ds}e^{isy}$ and integrate by parts:

$$2iyg'=-2\int sF\,y\,e^{isy}ds=2i\Big[sFe^{isy}\Big]-2i\int(sF)'e^{isy}ds .$$

If the bracket vanishes, (3) holds provided that $-s^2F-2i(sF)'+(i+2\varepsilon)F=0$. Expanding $(sF)'=F+sF'$ and solving for $F'$ gives

$$\frac{F'}{F}=\frac{s^2+i-2\varepsilon}{-2is}=\frac{is}2-\frac1{2s}-\frac{i\varepsilon}s,
\qquad F=s^{-1/2-i\varepsilon}e^{is^2/4}.$$

On the chosen ray $e^{is^2/4}=e^{-u^2/4}$, so the integral converges and the bracket vanishes at infinity. At $s=0$ it vanishes as $s^{1/2}$. A solution of (2) is therefore

$$\psi(y)=e^{iy^2/2}\int_0^{\infty e^{i\pi/4}}s^{-1/2-i\varepsilon}\,e^{is^2/4+isy}\,ds. \tag{4}$$

**The drain side.** For $y\to+\infty$ the factor $e^{isy}$ confines the integral to $|s|\sim1/y$, where $e^{is^2/4}\to1$. The ray can then be turned to the positive imaginary axis, since $e^{isy}$ decays in between. With $s=iv/y$,

$$\int s^{-1/2-i\varepsilon}e^{isy}ds=\Big(\frac iy\Big)^{1/2-i\varepsilon}\Gamma(\tfrac12-i\varepsilon)
=e^{i\pi/4}e^{\pi\varepsilon/2}\,\Gamma(\tfrac12-i\varepsilon)\,y^{-1/2+i\varepsilon}.$$

The factor $e^{\pi\varepsilon/2}$ comes from $i^{-i\varepsilon}=e^{(i\pi/2)(-i\varepsilon)}$. Multiplied by $e^{iy^2/2}$, this is a purely outgoing wave, as required when electrons arrive from the source.

**The source side.** For $y\to-\infty$ the exponent in the integral is

$$\frac{is^2}4-is|y|=-iy^2+\frac i4\,(s-2|y|)^2 ,$$

which is stationary at $s=2|y|$. Deform the path into two straight pieces. The first runs from $0$ down the imaginary axis to $-2i|y|$. The second is the line $s=2|y|+e^{i\pi/4}u$, which starts at that same point, where $u=-2\sqrt2\,|y|$, and passes through the stationary point. The branch cut of the power lies along the negative real axis and is not crossed.

On the first piece $e^{-is|y|}$ decays, and only $|s|\sim1/|y|$ matters. With $s=-iv/|y|$ the contribution is

$$\Big(\frac{-i}{|y|}\Big)^{1/2-i\varepsilon}\Gamma(\tfrac12-i\varepsilon)
=e^{-i\pi/4}e^{-\pi\varepsilon/2}\,\Gamma(\tfrac12-i\varepsilon)\,|y|^{-1/2+i\varepsilon}.$$

With the prefactor $e^{iy^2/2}$ this is the outgoing wave on the left, that is, the reflected wave. On the second piece the exponential is $e^{-iy^2}e^{-u^2/4}$, and the slowly varying power may be taken at $s=2|y|$:

$$e^{i\pi/4}(2|y|)^{-1/2-i\varepsilon}e^{-iy^2}\int_{-\infty}^{\infty}e^{-u^2/4}du
=2\sqrt\pi\,e^{i\pi/4}(2|y|)^{-1/2-i\varepsilon}e^{-iy^2}.$$

Multiplied by $e^{iy^2/2}$ it carries $e^{-iy^2/2}$ and is the incident wave.

**The transmission.** The reflected and transmitted coefficients share the same gamma function. In the ratio of their fluxes it cancels:

$$\frac RT=\frac{e^{-\pi\varepsilon}}{e^{\pi\varepsilon}}=e^{-2\pi\varepsilon}=e^{S}. \tag{5}$$

For a real potential the flux is the same at every $x$, so $R+T=1$. Dividing by $T$ gives $1/T=1+e^{S}$, which is (1). At the top $S=0$ and $T=\tfrac12$. Far above it $S\to-\infty$ and $T\to1$.

A numerical evaluation of (4) at $\varepsilon=-0.4$ gives $R/T=12.346$, against $e^{0.8\pi}=12.345$.

## Second derivation: decay under the barrier

Let $\Delta=\phi-E>0$ be the depth below the top. The classical turning points are $x=\pm x_0$ with $x_0^2=2\Delta/K$. Between them $\psi''=\kappa^2\psi$, where the prime is again $d/dx$ and

$$\kappa(x)=\frac{\sqrt{2m(V-E)}}\hbar=\frac{\sqrt{mK}}\hbar\sqrt{x_0^2-x^2}.$$

Put $\psi=e^{\chi}$, which gives $\chi'^2+\chi''=\kappa^2$. If $\kappa$ changes little over a length $1/\kappa$, then $\chi''$ is a small correction. To leading order the wave that decays towards the drain has $\chi'=-\kappa$. Insert $\chi'=-\kappa+\eta$ and keep first-order terms: $-2\kappa\eta-\kappa'=0$, so $\eta=-\kappa'/(2\kappa)$. Integration gives

$$\psi\simeq\frac{A}{\sqrt{\kappa}}\exp\Big(-\int_{-x_0}^{x}\kappa\,dx'\Big).$$

This form fails near $\pm x_0$, where $\kappa\to0$. There the potential is nearly linear, with slope of size $Kx_0$. A linear potential, measured in its own unit of length $(\hbar^2/2mKx_0)^{1/3}$, leads to an equation without any parameter. The factors that join the decaying wave to travelling waves of given flux are therefore pure numbers. Hence

$$T\simeq c\,\exp\Big(-2\int_{-x_0}^{x_0}\kappa\,dx\Big),$$

where $c$ does not depend on $m$, $K$ or $E$. The integral is the area of a half-disc of radius $x_0$, multiplied by $\sqrt{mK}/\hbar$:

$$2\int_{-x_0}^{x_0}\kappa\,dx=\frac{2\sqrt{mK}}\hbar\cdot\frac{\pi x_0^2}2
=\frac{\pi\sqrt{mK}}\hbar\cdot\frac{2\Delta}K=\frac{2\pi\Delta}\hbar\sqrt{\frac mK}=S. \tag{6}$$

This is the exponent of (1). Comparison with the first derivation fixes $c=1$.

The argument needs the linear regions to be short compared with $x_0$. The cube of the ratio of the two lengths is

$$\frac{\hbar^2}{2mKx_0^4}=\frac{\hbar^2K}{8m\Delta^2}=\frac{(\hbar\Omega)^2}{8\Delta^2},$$

so the condition is $\Delta\gg\hbar\Omega$, up to a numerical factor.

## What each derivation assumes

Both derivations take a constant mass, a single subband and coherent motion. If the band is nonparabolic, if subbands mix, or if scattering changes the energy inside the barrier, neither applies as it stands.

The first derivation requires the potential to be quadratic everywhere, with waves that accelerate away on both sides. In return it holds at every energy, including the top, and it fixes the prefactor. The second requires a deep barrier and leaves the number $c$ open. Its integral of $\kappa$ can, however, be evaluated for any smooth barrier whose turning points are well separated, so it shows how the exponent changes when the shape departs from a parabola.

Where both apply, the error of the bare exponential relative to (1) follows from $e^{-S}/T=1+e^{-S}$: it is $e^{-S}$. At $S=2.63$ this is 7 per cent. At the top the bare exponential gives 1 instead of $\tfrac12$.

Neither derivation contains the contacts. A real barrier ends where the source and drain begin, and there the potential is no longer the parabola.

## Curvature and mass: what is held fixed

The statement that tunnelling depends exponentially on curvature is incomplete until one says what stays constant. At fixed depth, $S\propto\sqrt{m/K}$: a sharper barrier is thinner at the energy considered, and it leaks more. At fixed width $w=2x_0$ between the turning points, $\Delta=Kw^2/8$, and (6) becomes

$$S=\frac{\pi w^2}{4\hbar}\sqrt{mK}. \tag{7}$$

Now a larger curvature means a higher barrier, and it leaks less.

Take $m=0.20\,m_e$, with $m_e$ the free-electron mass, $K=0.0375$ eV/nm² and a depth of 0.15 eV. The numerical solution of the Schrödinger equation for the open parabola gives $S=7.885$ and $T=3.8\times10^{-4}$. Three changes show the trends:

- With a quarter of the mass at the same depth, $S$ halves to 3.942 and $T$ rises to $1.9\times10^{-2}$.
- With four times the curvature at the same depth, $S$ is again 3.942.
- With four times the curvature at the same width, $S$ doubles to 15.770 and $T$ falls to $1.4\times10^{-7}$.

For small changes, differentiate (1): $dT/dS=-T(1-T)$. At fixed depth $S\propto m^{1/2}K^{-1/2}$, so

$$\frac{\partial\ln T}{\partial\ln m}=-\frac S2(1-T)=-\frac{\partial\ln T}{\partial\ln K}.$$

In the reference case this is $-3.94$. To first order, an error of 1 per cent in the mass changes the transmission by about 4 per cent.

## A channel between contacts

Let the parabola fall to the source edge at $x=\pm L/2$ and join flat contacts there, with equal band edges. Then $K=8\phi/L^2$, and (1) gives

$$S(E)=\frac{\pi L}\hbar(\phi-E)\sqrt{\frac m{2\phi}}. \tag{8}$$

At fixed $\phi$ and $E$ the exponent is thus proportional to the channel length. Drain bias, which makes the barrier asymmetric, is left out.

The contacts change $T$ most clearly at the source edge. Start from an outgoing wave at the drain, $\psi=1$, $\psi'=ik$, with $k=\sqrt{2mE}/\hbar$. As $k\to0$ the solution tends to the real one with $\psi=1$, $\psi'=0$ at the drain. Under the barrier $\psi''=\kappa^2\psi$, so this solution grows towards the source and arrives with a finite slope $\psi'_s\ne0$. The incident amplitude there is $(\psi'+ik\psi)/(2ik)$, which diverges as $1/k$. Hence $T\to4k^2/\psi_s'^2\propto E$, and the transmission vanishes at $E=0$, whereas (1) stays finite.

Take the round parameters $\phi=0.30$ eV and $L=8$ nm, so that $K=8(0.30)/64=0.0375$ eV/nm². With $\hbar^2/m_e=0.0762$ eV nm² and $m=0.20\,m_e$,

$$\hbar\Omega=\sqrt{\frac{0.0762\times0.0375}{0.20}}\ \text{eV}=0.1195\ \text{eV}.$$

At $E=0.10$ eV this gives $S=2\pi(0.20)/0.1195=10.5$ and $T=2.7\times10^{-5}$. The numerical solution with contacts gives $5.2\times10^{-5}$, nearly twice as much. At $E=0.20$ eV the parabola gives $5.2\times10^{-3}$ and the solution with contacts $4.5\times10^{-3}$. For $m=0.05\,m_e$ and $E=0.10$ eV the two values are $5.2\times10^{-3}$ and $1.4\times10^{-2}$. At these energies formula (1) gives the order of magnitude, not the prefactor. Close to the source edge, where the transmission with contacts vanishes, it does not give even that.

At an energy well away from the source edge, the discrepancy is smaller in the longer channels tested. For $m=0.20\,m_e$, $E=0.15$ eV and fixed $\phi$, the ratio of the transmission with contacts to (1) is 1.22, 0.82, 1.06 and 0.97 at $L=8$, 16, 32 and 64 nm. At these four lengths the ratio lies alternately above and below 1, and its distance from 1 falls from 0.22 to 0.03. The ratio oscillates with $L$, so the fall is not monotone: it is about 1.04 at 10 nm, 0.81 at 18 nm, 1.11 near 35 nm and 0.93 at 56 nm.

## From transmission to current

For nondegenerate electrons at temperature $\Theta$, with $\beta=1/(k_B\Theta)$, the current injected by the source is proportional to $\int_0^\infty T(E)e^{-\beta E}dE$. The classical over-barrier current has $T=1$ above $\phi$ and 0 below, which gives $e^{-\beta\phi}/\beta$. The ratio of the two is

$$F=\beta\int_0^\infty T(E)\,e^{-\beta(E-\phi)}dE .$$

This concerns the source-injected part alone; the net current also contains injection from the drain. Define

$$k_BT_c=\frac{\hbar\Omega}{2\pi},\qquad a=\frac{T_c}\Theta,$$

so that $S=(\phi-E)/k_BT_c$ and $\beta=a/k_BT_c$. Above the top $e^{S}<1$ and $T=\sum_{n\ge0}(-1)^ne^{nS}$. Below it $T=\sum_{n\ge1}(-1)^{n+1}e^{-nS}$. Integrating term by term, for non-integer $a$,

$$F=\sum_{n\ge0}\frac{(-1)^na}{a+n}+\sum_{n\ge1}(-1)^{n+1}a\,\frac{1-e^{-(n-a)\phi/k_BT_c}}{n-a}.$$

The terms without exponentials combine to $1+\sum_{n\ge1}(-1)^n\,2a^2/(a^2-n^2)$, the standard partial-fraction series of $\pi a/\sin\pi a$. Therefore

$$F=\frac{\pi a}{\sin\pi a}-\sum_{n\ge1}(-1)^{n+1}\frac{a\,e^{-(n-a)\phi/k_BT_c}}{n-a}. \tag{9}$$

The energies that carry the current follow from the maximum of $Te^{-\beta E}$. Since $d\ln T/dE=(1-T)/k_BT_c$, a maximum requires $1-T=a$. For $a<1$ this gives

$$E^*=\phi+k_BT_c\ln\frac{1-a}a ,$$

provided that $E^*>0$. For $a>1$ there is no solution, and in the parabolic model the spectrum falls from the source edge upwards. For $\phi\gg k_BT_c$, the temperature $T_c$ thus separates, in the parabolic model, a spectrum that peaks near the top from one that peaks at the source edge. With contacts the change need not fall exactly at $T_c$: for $m=0.20\,m_e$ and $L=8$ nm the maximum moves from about 0.28 eV to about 0.05 eV between $a=0.85$ and $a=0.95$. It does not mark the onset of tunnelling.

For $m=0.20\,m_e$, $k_BT_c=119.5/2\pi=19.0$ meV, or $T_c=221$ K. At 300 K, $a=0.736$. The first term of (9) is 3.13 and the $n=1$ term subtracts 0.04, so $F=3.09$. The solution with contacts gives 3.11. This closeness does not extend to $T(E)$ itself, as the values above show. About three quarters of the current flows below the top, although the device is warmer than $T_c$. The spectrum peaks at 0.28 eV in the parabolic model and at 0.29 eV with contacts.

For $m=0.05\,m_e$ all else equal, $\Omega$ doubles and $T_c=442$ K, so $a=1.47$. The parabola gives $F=124$, and the solution with contacts gives 246. More than 99 per cent of the current now tunnels. With contacts the spectrum peaks at about 0.04 eV rather than at zero, as it must when $T$ vanishes at the source edge. These values belong to the model. The current now flows near the source edge, where a heavily doped source is degenerate. With the Fermi level 0.10 eV above the edge, $F$ with contacts falls from 246 to about 79 and the peak moves to about 0.1 eV, whereas for the heavier mass $F$ changes only from 3.1 to 2.8. A light mass also goes with a narrow gap. An energy-dependent mass $m[1+\alpha(E-V)]$ with $\alpha=1.3$ eV$^{-1}$ raises the Boltzmann value from 246 to about 470.

The opening choice can now be made by number. For $\phi\gg k_BT_c$ and $a$ well below 1 the sum in (9) is negligible, and $F\simeq\pi a/\sin\pi a\simeq1+\pi^2a^2/6$. At $\Theta=4T_c$ the enhancement is 11 per cent. This is a net figure: reflection lowers the part above the top to 0.87 of the classical value, and about 22 per cent of the current still passes below the top. Since $T_c\propto1/L$ at fixed $\phi$ and $m$, this point is reached at 300 K for $L\approx8\times0.736/0.25\approx24$ nm with the heavier mass, and at twice that length with the lighter one. In shorter channels with these parameters, the over-barrier current misses a larger share. These lengths hold for a parabola that spans the whole channel at zero drain bias, and they are not a rule for real devices. If the same parabola falls to a drain edge lower by $eV_D$, then $K=2(\sqrt\phi+\sqrt{\phi+eV_D})^2/L^2$. At $V_D=0.7$ V the curvature doubles, $T_c$ at 8 nm rises to 312 K, $F$ for the heavier mass is about 18, and 24 nm becomes 33 nm. A gated channel longer than its electrostatic scale length has a flatter top, so $T_c$ falls faster than $1/L$ and the length is shorter. The comparison of $T_c$ with $\Theta$ should use the curvature of the computed barrier. Near or below $T_c$ the parabola still shows that tunnelling dominates, but the size of the current calls for the actual potential, including the contacts. The numerical output below lists $F$ for both masses at $L=8$ nm and 300 K.

## Computed results

```
barrier height phi = 0.30 eV, length L = 8.0 nm
curvature K = 0.0375 eV/nm^2, temperature = 300 K
thermal energy kT = 25.85 meV
hbar^2/m_e = 0.07620 eV nm^2
R/T from integral at eps=-0.4: 12.3458; exp(-2 pi eps) = 12.3453
Exponent S from numerical T of the open parabola:
  reference m=0.20, depth 0.15 eV: width 5.657 nm, S = 7.885, T = 3.762e-04
  mass / 4, same depth: width 5.657 nm, S = 3.942, T = 1.903e-02
  K * 4, same depth: width 2.828 nm, S = 3.942, T = 1.903e-02
  K * 4, same width: width 5.657 nm, S = 15.770, T = 1.417e-07
dlnT/dln m = -3.941, dlnT/dln K = 3.941 (reference)
--- m = 0.20 electron masses ---
hbar Omega = 119.53 meV, kTc = 19.02 meV
crossover temperature Tc = 220.8 K, a = Tc/T = 0.7359
E = 0.10 eV: S = 10.513, exp(-S) = 2.718e-05
  T parabola = 2.718e-05, T with contacts = 5.172e-05
E = 0.20 eV: S = 5.257, exp(-S) = 5.213e-03
  T parabola = 5.186e-03, T with contacts = 4.494e-03
F parabola = 3.090, F with contacts = 3.114
share below top: parabola 0.7625, with contacts 0.7539
spectral peak, parabola: E* = 0.2805 eV
spectral peak with contacts: 0.2900 eV
--- m = 0.05 electron masses ---
hbar Omega = 239.06 meV, kTc = 38.05 meV
crossover temperature Tc = 441.5 K, a = Tc/T = 1.4717
E = 0.10 eV: S = 5.257, exp(-S) = 5.213e-03
  T parabola = 5.186e-03, T with contacts = 1.357e-02
E = 0.20 eV: S = 2.628, exp(-S) = 7.220e-02
  T parabola = 6.734e-02, T with contacts = 9.326e-02
F parabola = 124.093, F with contacts = 246.139
share below top: parabola 0.9948, with contacts 0.9978
spectral peak, parabola: at the source edge, E = 0 eV
spectral peak with contacts: 0.0375 eV
T(contacts)/T(parabola), m = 0.20, E = 0.15 eV:
  L = 8 nm: 1.2224
  L = 16 nm: 0.8176
  L = 32 nm: 1.0635
  L = 64 nm: 0.9741
```
